# Why sound attenuation falls and nuclear relaxation peaks below Tc

Send a longitudinal sound wave through a clean metal and cool it through its superconducting transition. If the coupling is weak, the gap isotropic and the sound quantum small compared with the gap, the electronic attenuation drops steeply, as \(\sqrt{T_c-T}\). Now let nuclear spins in the same metal relax by exchanging energy with the electrons. Under the same conditions their relaxation rate first rises above its normal value, and falls only at lower temperature; the maximum is the Hebel–Slichter peak. Both processes scatter thermally excited quasiparticles across a small energy \(\hbar\omega\), with the same gap and the same density of states. They differ in how the perturbation behaves under time reversal.

## The model

Let \(\Theta\) be time reversal, which is antiunitary with \(\Theta^2=-1\) for an electron, and let \(\bar k=\Theta k\) be the partner of state \(k\) (spin included). In mean field, with one real isotropic gap \(\Delta\), each pair of states has

\[
H=\xi(c_k^\dagger c_k+c_{\bar k}^\dagger c_{\bar k})-\Delta(c_{\bar k}c_k+c_k^\dagger c_{\bar k}^\dagger),
\]

where \(\xi\) is the normal-state energy from the Fermi level. Introduce quasiparticles by

\[
c_k=u\gamma_k+v\gamma_{\bar k}^\dagger,\qquad c_{\bar k}=u\gamma_{\bar k}-v\gamma_k^\dagger .
\]

The second relation is the first applied to \(\bar k\); its minus sign comes from \(\Theta^2=-1\). Substitution gives \(\gamma_k^\dagger\gamma_{\bar k}^\dagger\) the coefficient \(2\xi uv-\Delta(u^2-v^2)\), and \(\gamma_k^\dagger\gamma_k\) the coefficient \(\xi(u^2-v^2)+2\Delta uv\). With \(E=\sqrt{\xi^2+\Delta^2}\), the choice

\[
u^2-v^2=\frac{\xi}{E},\qquad 2uv=\frac{\Delta}{E},\qquad u^2+v^2=1
\]

makes the first vanish and the second equal \(E\).

The gap is fixed by \(\Delta=V\sum_k\langle c_{\bar k}c_k\rangle\), where \(V\) is the pairing strength and each pair \((k,\bar k)\) is counted once. Since \(\langle c_{\bar k}c_k\rangle=uv[1-2f(E)]\), with \(f\) the Fermi function, a constant density of states gives

\[
1=\lambda\int_0^{\epsilon_c}d\xi\,\frac{\tanh(E/2kT)}{E},
\]

where \(\lambda\) is \(V\) times the density of states per spin and the cutoff obeys \(\epsilon_c\gg kT_c\). The integrand is a smooth function of \(E^2\), falling with both \(\Delta^2\) and \(T\). Expanding about \(\Delta=0\), \(T=T_c\) therefore gives \(\Delta^2\propto T_c-T\).

## Time reversal fixes the sign

Let the perturbation be a one-body operator with

\[
\Theta O\Theta^{-1}=\eta O^\dagger,\qquad \eta=\pm1 .
\]

Screened longitudinal sound acts on the electrons like a density wave, \(O=e^{i\mathbf q\cdot\mathbf r}\). Time reversal conjugates it into \(O^\dagger\), so \(\eta=+1\). The contact hyperfine interaction contains \(O=S_+\delta(\mathbf r)\). Time reversal changes the sign of each spin component and of \(i\), so \(S_x+iS_y\to-S_x+iS_y=-S_-\). Since \(S_-=S_+^\dagger\), here \(\eta=-1\).

The adjoint of the parity relation gives \(O\Theta=\eta\Theta O^\dagger\). Antiunitarity means \(\langle\Theta a|\Theta b\rangle=\langle b|a\rangle\). Hence

\[
\langle\bar k|O|\bar k'\rangle=\eta\langle\Theta k|\Theta O^\dagger k'\rangle
=\eta\langle O^\dagger k'|k\rangle=\eta\langle k'|O|k\rangle .
\]

Call the last matrix element \(B\). The operator then contains \(B\,c_{k'}^\dagger c_k+\eta B\,c_{\bar k}^\dagger c_{\bar k'}\). For \(k'\ne k\), and with primes marking quantities at \(k'\), the two products are

\[
\begin{aligned}
c_{k'}^\dagger c_k&=(u'\gamma_{k'}^\dagger+v'\gamma_{\bar k'})(u\gamma_k+v\gamma_{\bar k}^\dagger),\\
c_{\bar k}^\dagger c_{\bar k'}&=(u\gamma_{\bar k}^\dagger-v\gamma_k)(u'\gamma_{\bar k'}-v'\gamma_{k'}^\dagger).
\end{aligned}
\]

The first contains \(uu'\gamma_{k'}^\dagger\gamma_k\). The second contains \(+vv'\gamma_k\gamma_{k'}^\dagger=-vv'\gamma_{k'}^\dagger\gamma_k\), by anticommutation. Both feed the same scattering process, so their amplitudes add before squaring:

\[
A_{k\to k'}=B(uu'-\eta vv').
\]

The terms creating two quasiparticles are \(u'v\gamma_{k'}^\dagger\gamma_{\bar k}^\dagger\) and \(-uv'\gamma_{\bar k}^\dagger\gamma_{k'}^\dagger=+uv'\gamma_{k'}^\dagger\gamma_{\bar k}^\dagger\), with total amplitude \(B(u'v+\eta uv')\). They need at least \(2\Delta\) and play no part for \(\hbar\omega<2\Delta\).

At the gap edge \(u^2=v^2=\tfrac12\): a quasiparticle is an equal mixture of electron and hole. Between edge states the density amplitude is \(u^2-v^2=0\), while the spin amplitude is \(u^2+v^2=1\). The sound wave finds no net charge to push, but the nucleus finds a whole spin.

Momentum is not needed for this argument. The numerical check diagonalizes a five-site model with random hopping, random spin–orbit coupling and a uniform gap. It confirms the squares of both amplitudes, summed over the time-reversed partners, for random Hermitian perturbations of each parity. For one pair of levels the scattering strength relative to normal is 0.206 for \(\eta=+1\) and 0.744 for \(\eta=-1\).

## From amplitude to rate

Square the scattering amplitude. Using \(u^2=(1+\xi/E)/2\) and \(v^2=(1-\xi/E)/2\),

\[
u^2u'^2+v^2v'^2=\frac12\left(1+\frac{\xi\xi'}{EE'}\right),\qquad
2uu'vv'=\frac{\Delta^2}{2EE'},
\]

so that

\[
(uu'-\eta vv')^2=\frac12\left(1+\frac{\xi\xi'}{EE'}-\eta\frac{\Delta^2}{EE'}\right).
\]

Take first a contact perturbation, for which \(|B|^2\) is the same for all pairs \(k,k'\). Absorption has occupation factor \(f(E)[1-f(E')]\) and the reverse process \(f(E')[1-f(E)]\); their difference is \(f(E)-f(E')\). Energy conservation sets \(E'=E+\hbar\omega\). The four sign choices of \(\xi,\xi'\) cancel the \(\xi\xi'\) term and sum to \(2(1-\eta\Delta^2/EE')\). Changing variables with \(d\xi=E\,dE/\sqrt{E^2-\Delta^2}\) produces the densities of states. The normal metal gives \(\int_{-\infty}^{\infty}d\xi[f(\xi)-f(\xi+\hbar\omega)]=\hbar\omega\) with the same prefactor. The ratio is therefore

\[
R_\eta=\frac{2}{\hbar\omega}\int_\Delta^\infty dE\,
\frac{EE'-\eta\Delta^2}{\sqrt{E^2-\Delta^2}\sqrt{E'^2-\Delta^2}}\,[f(E)-f(E')].
\]

Nuclear relaxation involves the sum of the two opposite rates, not their difference. By detailed balance the sum is \(\coth(\hbar\omega/2kT)\) times the difference at every \(E\), a factor that cancels between the two states. The electrons' own Zeeman energy is neglected here, which requires that they see no applied field; in a field that energy, much larger than the nuclear quantum, would enter \(E'-E\) as well.

## Sound: the singularity cancels

For \(\eta=+1\) and \(\hbar\omega\ll\Delta,kT\), the fraction becomes \((E^2-\Delta^2)/(E^2-\Delta^2)=1\), and \(f(E)-f(E')\to-\hbar\omega f'(E)\). Thus

\[
R_+\to2\int_\Delta^\infty(-f')\,dE=2f(\Delta).
\]

The edge does no harm: with \(E=\Delta+x\) the fraction there is \((2x+\hbar\omega)/2\sqrt{x(x+\hbar\omega)}\), whose integral from 0 to \(X\), \(\sqrt{X(X+\hbar\omega)}\), tends to \(X\).

Real sound conserves momentum, so \(k\) and \(k'\) are not independent. When the mean free path greatly exceeds the wavelength, \(\xi'=\xi+Q\mu\), where \(Q=\hbar v_Fq\) and \(\mu\) is the cosine of the angle between velocity and \(\mathbf q\). The angular average is \(\int d\mu/2=\int d\xi'/2Q\), and the normal rate is proportional to \(\hbar\omega/2Q\). At low frequency energy conservation leaves \(\xi'=\pm\xi\). For \(\xi'=-\xi\), \(u\) and \(v\) are interchanged and the amplitude is \(uv-vu=0\). For \(\xi'=\xi\) its square is \((\xi/E)^2\). One factor \(E/|\xi|\) comes from the energy delta function, another from \(d\xi\), and the two signs of \(\xi\) give 2:

\[
\frac{\alpha_s}{\alpha_n}=2\int_\Delta^\infty dE\left(\frac{E}{|\xi|}\right)^2\left(\frac{\xi}{E}\right)^2(-f')=2f(\Delta).
\]

Because the root \(\xi'=-\xi\) drops out, \(Q\) need not exceed \(\Delta\). The other root requires \(|\xi'-\xi|\le Q\). For \(|\xi|\gg\sqrt{2\Delta\hbar\omega}\) the difference is \(\approx\hbar\omega E/|\xi|\), and the condition is a quasiparticle velocity \(v_F|\xi|/E\) above the sound speed. The difference is largest at \(\xi=0\), where it equals \(\sqrt{2\Delta\hbar\omega+(\hbar\omega)^2}\); if \(Q\) exceeds this, as in the example below, no state is excluded. In either case the excluded states are negligible when \(v_F\) is much larger than the sound speed.

This assumes that \(B\) is the same in both states and that the wave does not modulate \(\Delta\). Transverse sound, which also couples through electromagnetic fields, is not covered.

## Spins: the singularity survives

For \(\eta=-1\) the zero-frequency fraction is

\[
\frac{E^2+\Delta^2}{E^2-\Delta^2}=1+\frac{2\Delta^2}{E^2-\Delta^2}.
\]

If the interference term were dropped (\(\eta=0\)), it would be \(1+\Delta^2/(E^2-\Delta^2)\). The piled-up density of states would thus produce a logarithmic excess by itself. The minus sign for sound removes this excess; the plus sign for spins doubles it.

A finite frequency cuts off the divergence. Choose \(X\) with \(\hbar\omega\ll X\ll\Delta,kT\). The part with \(E-\Delta<X\) gives

\[
\frac{\Delta}{2}\int_0^X\frac{dx}{\sqrt{x(x+\hbar\omega)}}
=\Delta\,\operatorname{arsinh}\sqrt{\frac{X}{\hbar\omega}}
\approx\frac{\Delta}{2}\ln\frac{4X}{\hbar\omega},
\]

and the rest gives

\[
\int_{\Delta+X}^\infty\frac{\Delta^2\,dE}{E^2-\Delta^2}
=\frac{\Delta}{2}\ln\frac{2\Delta+X}{X}\approx\frac{\Delta}{2}\ln\frac{2\Delta}{X}.
\]

Their sum is \((\Delta/2)\ln(8\Delta/\hbar\omega)\), independent of \(X\). In \(R_-\) it is multiplied by 4: one 2 from the prefactor, one from the doubled excess. Only the edge part depends on frequency, and there \(-f'\) takes its value at \(\Delta\), so

\[
\frac{dR_-}{d\ln(1/\omega)}=2\Delta[-f'(\Delta)].
\]

Just below \(T_c\), where \(\hbar\omega\ll\Delta\ll kT\), one may put \(-f'\approx1/4kT\) throughout the excess integral. Since \(2f(\Delta)=1-\tanh(\Delta/2kT)\), leading order gives

\[
R_+\approx1-\frac{\Delta}{2kT},\qquad
R_-\approx1+\frac{\Delta}{2kT}\left[\ln\frac{8\Delta}{\hbar\omega}-1\right].
\]

Both depart from 1 through \(\Delta\propto\sqrt{T_c-T}\), in opposite directions. At low temperature \(f(\Delta)\approx e^{-\Delta/kT}\) and \(-f'(\Delta)\approx e^{-\Delta/kT}/kT\), so both rates freeze out. The spin rate must therefore pass through a maximum.

## Numbers for a model superconductor

Take \(T_c=1\) K, a nuclear frequency of 1 MHz, sound at 10 MHz, and a Fermi velocity 300 times the sound speed. The energy quanta are \(4.80\times10^{-5}\) and \(4.80\times10^{-4}\), in units of \(kT_c\). The zero-temperature gap is \(1.764\,kT_c\), or 152 μeV.

At \(T=0.9T_c\) the gap is \(0.9284\,kT_c\), so \(\Delta/kT=0.9284/0.9=1.0316\) and

\[
2f(\Delta)=\frac{2}{e^{1.0316}+1}=0.526 .
\]

The momentum-conserving sum also gives 0.526, although \(Q=0.144\,kT_c\) is well below the gap. That sum presumes a mean free path much longer than the wavelength. For a sound speed near 6 km/s the wavelength at 10 MHz is about 0.6 mm, so the example is an idealization of an extremely pure metal. Without interference the 1 MHz ratio would be 2.650, an excess of \(2.650-0.526=2.124\). Doubling the excess gives the spin ratio: \(0.526+2(2.124)=4.774\).

| \(T/T_c\) | sound | spins | no interference |
|---|---|---|---|
| 0.99 | 0.847 | 2.405 | 1.626 |
| 0.90 | 0.526 | 4.774 | 2.650 |
| 0.70 | 0.220 | 4.456 | 2.338 |
| 0.50 | 0.066 | 2.219 | 1.142 |
| 0.30 | 0.006 | 0.320 | 0.163 |

These entries and the peaks quoted below are ratios to the normal state at the same temperature. The normal relaxation rate is proportional to \(\hbar\omega\coth(\hbar\omega/2kT)\approx2kT\), so the rate itself peaks somewhat closer to \(T_c\) than the ratio does. The sharp-gap peak of the ratio is 5.08 at \(0.828T_c\). At 10 MHz it is 4.06, as expected from an earlier cutoff of the logarithm.

The low-frequency sound law fails where \(2\Delta\) is no longer large compared with \(\hbar\omega\). At \(1-T/T_c=10^{-5}\) the gap is \(0.00969\,kT_c\). By the square-root law, \(2\Delta=\hbar\omega\) for the 10 MHz wave at

\[
1-\frac{T}{T_c}=10^{-5}\left(\frac{2.40\times10^{-4}}{0.00969}\right)^2\approx6\times10^{-9}.
\]

## When the gap is not sharp

The height of the spin peak depends on a singularity, so it is sensitive to a spread of gaps over the Fermi surface. For contact coupling, \(k\) and \(k'\) sample the gaps independently, and \(\Delta^2\) in the interference term becomes \(\Delta_k\Delta_{k'}\). At zero frequency the averages factorize:

\[
R_-=2\int dE\,(-f')(\bar N^2+\bar M^2),\quad
\bar N=\left\langle\frac{E}{\sqrt{E^2-\Delta_k^2}}\right\rangle,\quad
\bar M=\left\langle\frac{\Delta_k}{\sqrt{E^2-\Delta_k^2}}\right\rangle,
\]

where only gaps below \(E\) contribute. For gaps uniformly distributed between \(a\) and \(b\), the integrals over \(\Delta_k\) are an arcsine and a square root, both finite, so \(R_-\) is finite even at \(\omega=0\).

If the mean gap is assumed to follow the isotropic curve, a spread of ±5% gives a peak of 2.35 at \(0.887T_c\), and ±10% gives 2.07 at \(0.900T_c\). These values omit lifetime broadening. Both are less than half the 1 MHz sharp-gap peak of 5.08; the fraction depends on the frequency, since the sharp-gap peak grows as \(\ln(1/\omega)\). In both cases the relaxation rate still rises above normal. In this model the peak shrinks with the spread but survives it: at ±50% the ratio still reaches about 1.4.

## Table of computed values

```
Tc = 1.0 K, vF/sound speed = 300
nuclear frequency 1 MHz: hbar*omega/(k Tc) = 4.799e-05
sound frequency 10 MHz: hbar*omega/(k Tc) = 4.799e-04
hbar*vF*q/(k Tc) for this sound = 0.1440
Delta(0)/(k Tc) = 1.7639
Delta(0) = 152.0 micro-eV
disordered model: Delta = 0.8, xi = 0.0477, xi' = -1.2513 (model energy units)
  eta=+1: scattering strength/normal = 0.2061, pair creation/normal = 0.7939
  eta=-1: scattering strength/normal = 0.7438, pair creation/normal = 0.2562
E/Delta, squared density of states, times (1-D^2/E^2), times (1+D^2/E^2)
  1.01  50.751  1.000  100.502
  1.10  5.762  1.000  10.524
  2.00  1.333  1.000  1.667
T/Tc, Delta/(k Tc), 2f(Delta), sound 10 MHz, spin 1 MHz, no interference 1 MHz
  0.200  1.7637  0.00030  0.00030  0.02402  0.01216
  0.300  1.7588  0.00567  0.00567  0.31978  0.16272
  0.500  1.6878  0.06613  0.06613  2.21864  1.14239
  0.700  1.4619  0.22047  0.22047  4.45631  2.33839
  0.800  1.2542  0.34508  0.34508  5.04543  2.69526
  0.900  0.9284  0.52556  0.52556  4.77424  2.64990
  0.950  0.6708  0.66090  0.66090  3.98531  2.32311
  0.990  0.3051  0.84713  0.84713  2.40546  1.62629
  0.999  0.0968  0.95157  0.95157  1.41227  1.18192
sound ratio with momentum conservation, T/Tc=0.9: 0.52556
spin ratio slope per unit ln(1/omega), T/Tc=0.9: direct 0.39968, formula 0.39968
spin ratio slope per unit ln(1/spread), same T: 0.39968
near Tc: T/Tc = 0.99999, Delta/(k Tc) = 0.009687, hbar*omega/(k Tc) = 1e-06
  spin ratio: integral 1.04960, leading law 1.04968
  sound ratio: integral 0.99516, leading law 0.99516
peaks: T/Tc at maximum, height relative to normal state
  spin, sharp gap, 1 MHz: 0.828, 5.083
  spin, sharp gap, 10 MHz: 0.835, 4.059
  no interference, 1 MHz: 0.845, 2.743
  spin, gap spread +/-5%, zero frequency: 0.887, 2.354
  spin, gap spread +/-10%, zero frequency: 0.900, 2.070
```
